# First half: from random motion to a rate

## What goes wrong without the rate

A ferroelectric cell with a double-well free energy has a coercive field, at which the well opposed to the applied field disappears. Below that field a static calculation says that the cell never reverses. At any temperature above zero this is wrong: thermal motion carries the cell over the barrier after some waiting time, and the static calculation cannot say whether that time is a microsecond or a year.

Adding a Boltzmann factor is not enough. The factor $e^{-\Delta G/k_BT}$ has no unit of time, so it must be multiplied by a frequency. If that frequency is guessed, the waiting time is guessed with it. In an overdamped cell the frequency follows from the friction and from two curvatures of the free energy, one at the bottom of the well and one at the top of the barrier. Both change with the field.

## The cell and its free energy

Let $P$ be the polarization of a cell of volume $V$, averaged over the cell and measured along one fixed axis. Coherent reversal means that the polarization changes sign everywhere together, so that this one number describes the motion. The cell is isolated at its sides and has ideal electrodes, and the field $E$ is constant. The algebra is in atomic units, $\hbar=e=m_e=4\pi\varepsilon_0=1$, and the thermal energy is written $k_BT$.

The free energy at given $P$ is

$$G(P)=V g(P),\qquad g(P)=-\frac a2P^2+\frac b4P^4-EP,\qquad a,b>0. \tag{1}$$

It is a constrained free energy: all other motions have been averaged at fixed $P$. At zero field $g'=-aP+bP^3$ vanishes at $P=0$ and at $P=\pm P_s$, with $P_s=\sqrt{a/b}$. The second derivative $g''=-a+3bP^2$ equals $-a$ at the first point, a barrier, and $2a$ at the other two, which are wells.

I take $E\ge0$ and start the cell in the well with negative polarization, at $P_w$. The barrier top is at $P_b$ and the final well at $P_+$, so that $P_w<P_b<P_+$. Below the coercive field $E_c$ these three are the stationary points of $g$. Hence $G$ rises steadily from $P_w$ to $P_b$ and falls steadily from $P_b$ to $P_+$.

## Friction and noise

The friction is assumed to be memoryless and strong enough for inertia to be dropped. A changing polarization then meets an opposing field $\rho\,dP/dt$, where $\rho$ is the viscosity and has the unit of a resistivity. Multiplying the balance of fields by $V$ gives

$$\rho V\frac{dP}{dt}=-G'(P)+\xi(t),\qquad \langle\xi(t)\xi(t')\rangle=N\,\delta(t-t'). \tag{2}$$

The random term $\xi$ has zero mean. Its strength $N$ is not free, because the cell must come to thermal equilibrium when left alone.

To find $N$, consider a short time $\Delta t$. Equation (2) gives the mean change and the mean squared change of $P$, to first order in $\Delta t$:

$$\langle\Delta P\rangle=-\frac{G'}{\rho V}\Delta t,\qquad
\langle(\Delta P)^2\rangle=\frac{N}{(\rho V)^2}\Delta t\equiv2D\,\Delta t. \tag{3}$$

The drift contributes to the second average only at order $(\Delta t)^2$. For a smooth function $f(P)$ that vanishes at large $|P|$, a Taylor expansion to second order gives

$$\frac{d}{dt}\langle f\rangle=\left\langle-\frac{G'}{\rho V}f'+Df''\right\rangle. \tag{4}$$

Let $w(P,t)$ be the probability density of $P$. Both averages are integrals over $w$. One integration by parts in the first term and two in the second move the derivatives from $f$ to $w$. Since $f$ is arbitrary,

$$\frac{\partial w}{\partial t}=\frac{\partial}{\partial P}\left[\frac{G'}{\rho V}w+D\frac{\partial w}{\partial P}\right]. \tag{5}$$

In equilibrium $w\propto e^{-G/k_BT}$, so $\partial w/\partial P=-(G'/k_BT)w$, and the bracket, which is minus the probability current, must vanish. Therefore

$$\frac{G'}{\rho V}-\frac{DG'}{k_BT}=0
\quad\Longrightarrow\quad D=\frac{k_BT}{\rho V},\qquad N=2\rho Vk_BT. \tag{6}$$

With this $D$, equation (5) is the Smoluchowski equation. A larger cell diffuses more slowly in $P$, because its average polarization is the sum of more independent random contributions divided by a larger volume.

## The mean passage time

Let $\tau(P)$ be the mean time to reach $P_+$ for the first time, starting from $P$. After a short time $\Delta t$ the cell is at $P+\Delta P$ and has on average $\tau(P+\Delta P)$ still to go. Hence

$$\tau(P)=\Delta t+\langle\tau(P+\Delta P)\rangle. \tag{7}$$

Expanding to second order in $\Delta P$, inserting (3) and dividing by $\Delta t$ gives

$$-1=-\frac{G'}{\rho V}\tau'+D\tau''. \tag{8}$$

Since $1/\rho V=D/k_BT$, the right side is a single derivative:

$$-1=D\,e^{G/k_BT}\frac{d}{dP}\left[e^{-G/k_BT}\tau'\right]. \tag{9}$$

Carrying out the derivative in (9) returns both terms of (8).

Two boundary conditions are needed. Reaching $P_+$ ends the clock, so $\tau(P_+)=0$. On the far left, place a reflecting wall, where $\tau'=0$, and then move it to minus infinity. The quartic term makes the resulting integral converge. Integrating (9) once from the wall to $y$ gives

$$\tau'(y)=-\frac1D\,e^{G(y)/k_BT}\int_{-\infty}^{y}e^{-G(z)/k_BT}\,dz. \tag{10}$$

The sign is negative because starting closer to the target shortens the journey. A second integration, from $P_w$ to $P_+$, gives

$$\tau=\frac{\rho V}{k_BT}\int_{P_w}^{P_+}dy\,e^{G(y)/k_BT}\int_{-\infty}^{y}dz\,e^{-G(z)/k_BT}, \tag{11}$$

where $\tau$ without an argument means $\tau(P_w)$. No assumption about the barrier height has entered so far.

## Separating the well from the barrier

For a high barrier the double integral is nearly a product. Define

$$I_b=\int_{P_w}^{P_+}e^{G(y)/k_BT}dy,\qquad
I_w=\int_{-\infty}^{P_b}e^{-G(z)/k_BT}dz. \tag{12}$$

Replacing the inner limit $y$ in (11) by $P_b$ makes the double integral equal to $I_bI_w$. This makes two errors.

For $y<P_b$ it adds the region $P_w<y<z<P_b$. There $G(z)>G(y)$, so the integrand $e^{[G(y)-G(z)]/k_BT}$ is below one, and the error is less than $(P_b-P_w)^2/2$. For $y>P_b$ it omits the region $P_b<z<y<P_+$. There $G$ falls from $z$ to $y$, the integrand is again below one, and the error is less than $(P_+-P_b)^2/2$.

Neither error carries the large factor $e^{\Delta G/k_BT}$ that is present in $I_bI_w$, where $\Delta G=G(P_b)-G(P_w)$. For a barrier of many $k_BT$ both can be dropped.

Near the well $G\simeq G(P_w)+\tfrac12Vg''(P_w)x^2$ with $x=P-P_w$. Near the top $G\simeq G(P_b)-\tfrac12V|g''(P_b)|x^2$ with $x=P-P_b$. If the resulting Gaussians are narrow compared with the distance between the two points, their limits can be extended to infinity:

$$I_w\simeq\sqrt{\frac{2\pi k_BT}{Vg''(P_w)}}\;e^{-G(P_w)/k_BT},\qquad
I_b\simeq\sqrt{\frac{2\pi k_BT}{V|g''(P_b)|}}\;e^{G(P_b)/k_BT}. \tag{13}$$

Multiplying them by $\rho V/k_BT$ gives the Kramers time

$$\tau_K=\frac{\rho V}{k_BT}\,\frac{2\pi k_BT}{V}\,
\frac{e^{\Delta G/k_BT}}{\sqrt{g''(P_w)|g''(P_b)|}}. \tag{14}$$

The thermal energy and the volume cancel in front of the exponential. Relaxation inside the well is much faster than escape, so the cell loses memory of its start before it leaves. The chance of leaving per unit time is then constant, and its value is $k=1/\tau_K$:

$$k=\frac{\sqrt{g''(P_w)|g''(P_b)|}}{2\pi\rho}\;
\exp\left[-\frac{V\{g(P_b)-g(P_w)\}}{k_BT}\right]. \tag{15}$$

The probability that the cell has left by time $t$ is $1-e^{-kt}$, provided that returns can be ignored.

## What the two curvatures do

Suppose the initial well is in local equilibrium. The probability density at the barrier top would then be $\sqrt{Vg''(P_w)/2\pi k_BT}\,e^{-\Delta G/k_BT}$. A narrower well holds fewer thermally accessible states near its bottom, which leaves a larger share of the probability at the top.

The cell must also diffuse across the top, whose effective width is $\ell_b=\sqrt{2\pi k_BT/V|g''(P_b)|}$. The current is $D$ times the density divided by $\ell_b$, and this product is again (15). A flat barrier is wide, and crossing it takes longer.

The cancellation of $V$ can now be traced. The diffusion constant scales as $1/V$, while the density and the inverse width each scale as $\sqrt V$. This holds when $\rho$ does not depend on cell size. Friction that acts mainly at the surfaces would give a prefactor that depends on size.

The end point of the passage also matters. If the clock stopped at $P_b$, the outer integral would contain half of the barrier Gaussian, and the leading time would be $\tau_K/2$. A cell that has just reached the top has, at this order, an even chance of falling back.

## The next term in the passage time

The Gaussian approximation can be improved by one order in $\theta=k_BT/V$. At the well write $g_2,g_3,g_4$ for the second to fourth derivatives of $g$. Typical displacements are of order $\sqrt\theta$, so to order $\theta$ the Gaussian is multiplied by

$$1-\frac{g_3x^3}{6\theta}-\frac{g_4x^4}{24\theta}+\frac{g_3^2x^6}{72\theta^2}. \tag{16}$$

The odd term averages to zero. The Gaussian averages are $\langle x^4\rangle=3\theta^2/g_2^2$ and $\langle x^6\rangle=15\theta^3/g_2^3$, so $I_w$ gains the factor

$$1+\theta\left[-\frac{g_4}{8g_2^2}+\frac{5g_3^2}{24g_2^3}\right]_{P_w}. \tag{17}$$

At the barrier the exponent has the opposite sign. The cubic term enters squared and keeps its sign, while the quartic term changes sign:

$$1+\theta\left[\frac{g_4}{8g_2^2}+\frac{5g_3^2}{24|g_2|^3}\right]_{P_b}. \tag{18}$$

To this order the passage time is $\tau_K$ times the product of (17) and (18). Writing $\theta=aP_s^2/B$ with

$$B=\frac{aP_s^2V}{k_BT} \tag{19}$$

puts it in the form $\tau=\tau_K(1+c/B)$, where $c$ is a pure number that depends on $E/E_c$.

## Both directions open

At small fields the cell also returns. Changing the signs of both $P$ and $E$ leaves $g$ unchanged, so the return rate is $k(-E)$. If $n$ is the probability of being in the initial well,

$$\frac{dn}{dt}=-k(E)\,n+k(-E)(1-n), \tag{20}$$

and any departure from equilibrium decays at the rate $k(E)+k(-E)$. At zero field this is $2k$.

The slowest decay rate of (5) was computed on a grid for $B=60$, at $E=0$ and at $E=0.05E_c$. It agreed with this sum to within 1% once each rate had been divided by its factor $1+c/B$.

# Second half: the quartic cell in numbers

## Symbols and results carried over

The cell has volume $V$, viscosity $\rho$ and free-energy density $g=-aP^2/2+bP^4/4-EP$, with $P_s=\sqrt{a/b}$ and $B=aP_s^2V/k_BT$. It leaves the well at $P_w$, crosses the top at $P_b$ and ends at $P_+$. For a barrier of many $k_BT$ its rate is (15), and the passage time at next order is longer by the factor $1+c/B$. What remains is to find the stationary points, the curvatures and the barrier as functions of the field.

## The three stationary points

Put $P=P_sp$. Since $bP_s^3=aP_s$, the condition $g'=0$ becomes

$$p^3-p=\frac{E}{aP_s}. \tag{21}$$

With $p=(2/\sqrt3)\cos\varphi$ and $4\cos^3\varphi-3\cos\varphi=\cos3\varphi$, the left side equals $(2/3\sqrt3)\cos3\varphi$. Three distinct real solutions exist while $|\cos3\varphi|<1$, that is, for fields below

$$E_c=\frac{2aP_s}{3\sqrt3}. \tag{22}$$

Then $\cos3\varphi=E/E_c$, and the largest solution, the final well, is

$$s=\frac{P_+}{P_s}=\frac2{\sqrt3}\cos\left[\frac13\arccos\frac E{E_c}\right]. \tag{23}$$

The other two follow from the coefficients of the cubic. The three roots add to zero, so $p_w+p_b=-s$. The sum of their pairwise products is $-1$, so $p_wp_b=s^2-1$. Their separation $\delta=p_b-p_w$ obeys

$$\delta^2=(p_w+p_b)^2-4p_wp_b=4-3s^2, \tag{24}$$

and hence $p_w=-(s+\delta)/2$ and $p_b=(\delta-s)/2$.

## Curvatures and barrier

In units of $aP_s^2$ the slope of the free-energy density is $u'(p)=(p-p_w)(p-p_b)(p-s)$. Differentiating and setting $p$ equal to a root leaves the product of the other two factors. With $s-p_w=(3s+\delta)/2$ and $s-p_b=(3s-\delta)/2$,

$$g''(P_w)=\frac{a\delta(3s+\delta)}2,\qquad
g''(P_b)=-\frac{a\delta(3s-\delta)}2. \tag{25}$$

The product of their magnitudes is $a^2\delta^2(9s^2-\delta^2)/4$. Inserting $\delta^2=4-3s^2$ in the bracket turns this into $a^2\delta^2(3s^2-1)$.

For the barrier, let $x=p-p_w$ and $h=s-p_w$. Then

$$\int_0^\delta x(x-\delta)(x-h)\,dx
=\frac{\delta^4}4-\frac{(\delta+h)\delta^3}3+\frac{h\delta^3}2
=-\frac{\delta^4}{12}+\frac{h\delta^3}6=\frac{s\delta^3}4, \tag{26}$$

where the last step uses $h=(3s+\delta)/2$. The rate becomes

$$k=\frac a{2\pi\rho}\sqrt{(4-3s^2)(3s^2-1)}\;
\exp\left[-\frac B4\,s(4-3s^2)^{3/2}\right]. \tag{27}$$

## Small field and the approach to coercivity

At zero field $s=\delta=1$. The barrier is $aP_s^2V/4$ and the prefactor is $\sqrt2\,a/2\pi\rho$.

The stationary points move with the field, but $G'$ vanishes there, so only the explicit term $-EPV$ changes the barrier at first order:

$$\frac{d\Delta G}{dE}=-V(P_b-P_w)=-VP_s\delta. \tag{28}$$

The barrier therefore falls with initial slope $VP_s$, and more slowly as the two points approach each other. The prefactor also falls for $E>0$: the derivative of $(4-3s^2)(3s^2-1)$ with respect to $s^2$ is $15-18s^2$, which is negative for $s\ge1$.

Near coercivity let $\epsilon=1-E/E_c$. Since $E/aP_s=s(s^2-1)=s(1-\delta^2)/3$ and $s\simeq(2/\sqrt3)(1-\delta^2/8)$, one finds $\epsilon\simeq9\delta^2/8$. Thus

$$\Delta G\simeq\frac{8\sqrt6}{81}\,aP_s^2V\,\epsilon^{3/2}. \tag{29}$$

The prefactor vanishes as $\sqrt\epsilon$, but reversal does not stop at $E_c$. Equation (27) fails earlier, when the barrier is no longer many $k_BT$.

## When coherent reversal is possible

A real cell can reverse unevenly. Let nonuniform polarization cost an additional energy density $\kappa|\nabla P|^2/2$. Around the uniform barrier state, a modulation of wave number $q$ has curvature $g''(P_b)+\kappa q^2$. With free faces, the longest modulation in a cube of edge $L$ has $q=\pi/L$. It is stable if

$$L<L_{\max}=\pi\sqrt{\frac\kappa{|g''(P_b)|}}. \tag{30}$$

Modulation along the polar axis also creates bound charge, whose electrostatic energy makes it stiffer. Below $L_{\max}$ the uniform state has one unstable direction, as the rate requires. This condition is local and does not prove that no distant path has a lower barrier.

The energy $\sigma$ of a domain wall per unit area fixes $\kappa$. At zero field the density above the well is $(b/4)(P_s^2-P^2)^2$. For a profile rising from $-P_s$ to $P_s$, completing the square gives

$$\frac\kappa2P'^2+\frac b4(P_s^2-P^2)^2
=\frac12\left[\sqrt\kappa\,P'-\sqrt{\frac b2}(P_s^2-P^2)\right]^2
+\sqrt{\frac{\kappa b}2}(P_s^2-P^2)P'. \tag{31}$$

The lowest energy makes the square vanish. The last term integrates to $\sqrt{\kappa b/2}\,(4P_s^3/3)$, so with $b=a/P_s^2$

$$\sigma=\frac{2\sqrt2}3\sqrt{\kappa a}\,P_s^2. \tag{32}$$

## A worked cell

Take a cube of edge 1.5 nm at 300 K with $P_s=10$ uC/cm2, $E_c=5$ MV/cm, viscosity 1000 ohm cm and working field 1 MV/cm. Equation (22) gives

$$a=\frac{3\sqrt3}2\,\frac5{10}=1.299\ \mathrm{(MV/cm)/(uC/cm^2)}.$$

The energy scale is $aP_s^2=0.8108$ eV/nm3 and the volume is 3.375 nm3. With $k_BT=0.02585$ eV this gives $B=105.9$.

For $E/E_c=0.2$, equations (23) and (24) give $s=1.0365$ and $\delta=0.8816$. The curvatures are 2.285 at the well and $-1.276$ at the top, in the unit of $a$. The barrier is

$$\Delta G=0.8108\times3.375\times\frac{1.0365\times0.8816^3}4\simeq0.486\ \mathrm{eV}=18.8\,k_BT.$$

One curvature unit is $10^{10}$ m/F and the viscosity is 10 ohm m, so the prefactor is

$$\frac{\sqrt{2.285\times1.276}\times10^{10}}{2\pi\times10}\simeq2.7\times10^8\ \mathrm{s^{-1}}.$$

Multiplying by $e^{-18.79}$ gives $k\simeq1.9$ s$^{-1}$ and a mean wait of 0.53 s. The return rate is about $10^{-7}$ of this rate. Using the well curvature at both points would raise the rate by $\sqrt{2.285/1.276}\simeq1.34$.

For the next-order term, the third and fourth derivatives in reduced units are $6p$ and 6. With $C_w$ and $C_b$ the curvature magnitudes divided by $a$, (17) and (18) give

$$c=\frac34\left(\frac1{C_b^2}-\frac1{C_w^2}\right)
+\frac{15}2\left(\frac{p_w^2}{C_w^3}+\frac{p_b^2}{C_b^3}\right)\simeq1.85. \tag{33}$$

Thus $c/B$ is 1.7%. Numerical evaluation of (11) gives a rate of 1.84 s$^{-1}$, against 1.87 s$^{-1}$ from (27). At 3 MV/cm, where the barrier is 6.6 $k_BT$, (27) lies about 6% above the integral.

Equation (11) was itself tested against 4000 simulated paths of (2), at $E/E_c=0.4$ and $B=18$, where the barrier is only about $2\,k_BT$, so that the test bears on (11) and not on the high-barrier formula. The mean times were 51.8 and 50.5 in units of $\rho/a$, simulation first, with an expected sampling error of about 1.5%. The numerical output lists the results at other fields.

At zero field the rate is $9.4\times10^{-4}$ s$^{-1}$ in each direction, so the mean polarization of this isolated cell decays in about nine minutes.

## Is this cell coherent?

For a chosen wall energy of 0.5 eV/nm2, (32) gives $\sqrt{\kappa/a}=0.654$ nm, and (30) gives $L_{\max}=2.07$ nm at the working field. The 1.5 nm cell satisfies the local condition, though not by a wide margin. Since $L_{\max}$ is proportional to $\sigma$, it would fail for a wall energy below 0.36 eV/nm2.

Its softest modulation has $\kappa q^2\simeq2.44$ curvature units. If $a$ and $b$ were bare coefficients, with fluctuations not yet averaged into $G$, each of the two softest lateral modes would multiply the rate by the ratio of its Gaussian widths at the top and the well, $\sqrt{(2.44+2.29)/(2.44-1.28)}\simeq2$. The stiffer lateral modes add further factors: the product over $q=(\pi/L)(n,m)$ is about 6, 12 and 19 for $n,m$ up to 1, 2 and 3, so the total depends on the short-wavelength cutoff.

Isolation matters much more. Four walls against an unswitched film would cost $4L^2\sigma=4.5$ eV, about nine times the barrier. This treats the walls as sharp, although the wall of (31) is about 2 nm wide between $\pm0.8P_s$, wider than the cell, so the figure gives only a scale. In the same gradient model the critical cylindrical nucleus through an extended film of thickness $L$ has a radius of about 4 nm and a barrier of about 9 eV, close to the sharp-wall value $\pi\sigma^2L/2P_sE$. Equation (27) therefore does not describe an embedded cell.

## Comparison with real films

The values of $P_s$ and $E_c$ are rough figures in the regime of ultrathin films of vinylidene fluoride-trifluoroethylene copolymer. The viscosity and wall energy are chosen. An edge of 1.5 nm is far below ordinary device thicknesses, and thick films of this polymer switch near a rough 0.5 MV/cm, well below the coherent field used here. Real films also break the assumptions of lateral isolation, discussed above, and of ideal electrodes. Let each electrode drop a voltage $4\pi\lambda q_s$, where $q_s=E_f/4\pi+P$ is its charge density and $E_f$ the field in a film of thickness $d$. For total voltage $U$,

$$E_fd+8\pi\lambda\left(\frac{E_f}{4\pi}+P\right)=U
\;\Longrightarrow\;
E_f=\frac{U}{d+2\lambda}-\frac{8\pi\lambda}{d+2\lambda}P. \tag{34}$$

The last term lowers $a$ by $8\pi\lambda/(d+2\lambda)$. For $\lambda=0.01$ nm, $a$ falls by 11% and the rate rises 150-fold, with $b$, $V$, $\rho$ and $U/(d+2\lambda)$ held fixed. If $a$ was determined with the electrodes in place, this effect is already included.

## Other sensitivities

Each factor below applies at 1 MV/cm and compares with the worked rate; settings not named are held fixed.

- A volume larger by 10% multiplies the rate by 0.15, through the exponent alone.
- Heating by 10 K multiplies it by 1.8 if $a$ is fixed. If $a$ falls linearly towards zero at an assumed 380 K, the factor is about 360.
- A well built from $P^2$ and $P^6$ terms, with the same $P_s$ and $E_c$, gives a factor of 2.8.

Inertia is negligible for these inputs. With an inertial coefficient $m$, growth at the top obeys $m\lambda_g^2+\rho\lambda_g=|g''(P_b)|$. For an assumed well frequency of 2 THz, $\lambda_g$ is lower than $|g''(P_b)|/\rho$ by a fraction of about $2\times10^{-8}$.

The field is a fifth of a rough breakdown field of 5 MV/cm, but electron tunnelling through so thin a film need not be small. Let the electron barrier be 3 eV, with decay constant $q_0=\sqrt{2\times\text{barrier}}$ for the free electron mass. Each transverse channel of wave number $k_\perp$ is taken to transmit $e^{-2Lq}$ with $q^2=q_0^2+k_\perp^2$, which leaves out a factor of a few from the matching of the waves at the electrodes. Two spins and a conductance of $1/2\pi$ per open channel give, per unit area at low voltage,

$$\frac1{2\pi^2}\int_{q_0}^{\infty}q\,e^{-2Lq}dq
=\frac{e^{-2Lq_0}}{2\pi^2}\left(\frac{q_0}{2L}+\frac1{4L^2}\right). \tag{35}$$

This amounts to about 220 electrons per second, or 120 during one mean wait, while reversal itself moves a charge of 2.8 electrons. In this estimate the charge leaked over one wait exceeds the switching charge. The count is exponentially sensitive to the assumed inputs: it falls to about 2 electrons per wait for a 4 eV barrier and 0.06 for 5 eV, and it rises about a thousandfold at 3 eV if the mass in the barrier is halved. The comparison concerns integrated charge only, since the leak during the nanosecond-scale transit itself is far below one electron.

Other effects are not sized. For example, the dipoles may turn through directions perpendicular to the axis, which could open a lower pass, and friction with memory would change the prefactor. The calculated half-second is therefore a property of the stated model and not a prediction for a measured film.

## Computed results

```
INPUTS (rough or chosen)
Ps = 10 uC/cm2, Ec = 5 MV/cm, T = 300 K
edge = 1.5 nm, working field = 1 MV/cm
viscosity = 1000 ohm cm
wall energy = 0.5 eV/nm2
DERIVED; curvature unit is (MV/cm)/(uC/cm2)
a = 1.2990 curvature units
zero-field well susceptibility = 4.35
volume = 3.375 nm3, kT = 0.02585 eV
a Ps^2 = 0.8108 eV/nm3, B = 105.85
zero-field well relaxation time = 0.385 ns
WORKING FIELD
E/Ec = 0.20, s = 1.03647, delta = 0.88158
p at well = -0.95903, p at barrier = -0.07744
curvature: well 2.2853, barrier -1.2757
barrier = 0.4858 eV = 18.79 kT
prefactor = 2.7174e+08 1/s
Kramers rate = 1.8743 1/s, mean wait = 0.5335 s
passage-integral rate = 1.8401 1/s
anharmonic c = 1.850, c/B = 1.75 %
backward/forward rate = 9.52e-08
E MV/cm | well curv | top curv | barrier eV | Kramers 1/s | integral 1/s
 0.0   2.5981  -1.2990   0.6841   9.407e-04   9.269e-04
 0.5   2.4450  -1.2932   0.5818   4.756e-02   4.679e-02
 1.0   2.2853  -1.2757   0.4858   1.874e+00   1.840e+00
 1.5   2.1175  -1.2456   0.3962   5.704e+01   5.581e+01
 2.0   1.9399  -1.2019   0.3134   1.323e+03   1.287e+03
 3.0   1.5444  -1.0636   0.1695   2.902e+05   2.748e+05
LANGEVIN TEST (time unit rho/a)
E/Ec = 0.4, B = 18, paths = 4000
simulated time = 51.78, integral = 50.53
LIMITS AND NEGLECTED EFFECTS at the working field
xi = 0.654 nm, largest coherent edge = 2.074 nm
side-wall cost if embedded = 4.50 eV
screening length 0.01 nm: a falls 11.4 %, rate x 152.0
tricritical well shape: rate x 2.778
volume +10 %: rate x 0.153
+10 K, fixed a: rate x 1.833
+10 K, a softening to 380 K: rate x 356.43
inertia, 2 THz mode: rate falls by fraction 1.8e-08
quantum gain: damped 9.0e-05, undamped bound 6.7e-03
field/rough breakdown field (5 MV/cm) = 0.20
electron barrier 3 eV: leakage 218.9 electrons/s
leaked in one mean wait = 116.8 electrons
switching charge = 2.81 electrons
```
